\section*{Ten percent bonded area is not ten percent heat conductance}

\section{A bond that keeps one percent}

Two silicon dies are joined over 10\% of their common area, in round patches of radius 10~$\mu$m. The calculated conductance of the interface is not 10\% of that of a complete bond but 1.1\%. If the same bonded area is divided into patches of radius 1~$\mu$m, the figure is 5.5\%. The area and the bonding film are the same in both cases; the size of the patches has changed.

The model is as follows. Both dies have conductivity $k$. The patches have radius $a$ and sit on a square array of pitch $p$, so the bonded fraction is
\begin{equation}
f=\frac{\pi a^2}{p^2}.
\end{equation}
Each patch carries a thin film of conductance $h$ per unit patch area, with no sideways flow in the film. The rest of the interface is an insulating gap. Heat obeys Fourier's law, and the dies are thick compared with $p$.

Far from the interface the temperature is linear in depth. Extend the two linear profiles to the interface and call the difference between them $\Delta T$. The interface resistance is $R=\Delta T/\bar q$, where $\bar q$ is the heat flux averaged over the total area. This $R$ is what the joint adds to the resistance of the two dies. A complete bond has $R=1/h$. The effective conductance of the patchy bond is $h_{\rm eff}=1/R$.

The rule $h_{\rm eff}=fh$ would follow if every patch film felt the whole of $\Delta T$. It does not, because heat must first converge on the patch through silicon and then spread out again.

\section{The counter-example in full}

Take $k=120$~W/(m\,K), $h=100$~MW/(m$^2$\,K), $f=0.1$ and $a=10~\mu$m. The pitch is $p=a\sqrt{\pi/f}=56~\mu$m.

\subsection{The film}

The patches occupy a fraction $f$ of the area, so the film contributes
\begin{equation}
\frac{1}{fh}=\frac{1}{0.1\times10^{8}}\ \mathrm{m^2\,K/W}=0.100\ \mathrm{mm^2\,K/W}.
\end{equation}
This part alone would give the proportional rule.

\subsection{One patch on a thick solid}

Let heat $Q$ enter an insulated plane face at a point. It spreads over hemispheres of area $2\pi r^2$, so $-k\,dT/dr=Q/(2\pi r^2)$ and
\begin{equation}
T=\frac{Q}{2\pi k r}. \label{point}
\end{equation}
Now let heat enter a disc with flux
\begin{equation}
q(r)=\frac{q_0}{\sqrt{1-r^2/a^2}}=\frac{q_0a}{\sqrt{a^2-r^2}} .
\end{equation}
To find the temperature at a point $P$ of the disc, use polar coordinates $(s,\varphi)$ centred on $P$. The area element is $s\,ds\,d\varphi$, and its factor $s$ cancels the $1/s$ of Eq.~\eqref{point}. Opposite directions from $P$ together make a whole chord. If the chord has half-length $c$, and $u$ is the position measured from its midpoint, then $a^2-r^2=c^2-u^2$. Hence
\begin{equation}
T(P)=\frac{q_0a}{2\pi k}\int_0^\pi d\varphi\int_{-c}^{c}\frac{du}{\sqrt{c^2-u^2}}
=\frac{q_0a}{2\pi k}\,\pi\cdot\pi=\frac{\pi q_0a}{2k}.
\end{equation}
The inner integral is $\pi$ for every chord, so the disc is isothermal. The total heat is
\begin{equation}
Q=\int_0^a\frac{2\pi r q_0\,dr}{\sqrt{1-r^2/a^2}}=2\pi a^2q_0 ,
\end{equation}
and one side has the resistance $T/Q=1/(4ka)$. The two sides in series have $1/(2ka)$.

Each patch serves a cell of area $p^2=\pi a^2/f$. Multiplying by this area gives the constriction resistance for isolated patches:
\begin{equation}
\frac{p^2}{2ka}=\frac{\pi a}{2kf}
=\frac{\pi\times10^{-5}}{2\times120\times0.1}\ \mathrm{m^2\,K/W}
=1.309\ \mathrm{mm^2\,K/W}. \label{isolated}
\end{equation}

\subsection{The total}

At 10\% coverage the patches are not isolated. Their neighbours reduce the constriction by a factor $\psi=0.557$, derived in Section~\ref{neigh}. The estimate is
\begin{equation}
R\approx0.100+0.557\times1.309=0.829\ \mathrm{mm^2\,K/W}.
\end{equation}
A complete bond has $0.010~\mathrm{mm^2\,K/W}$, so $h_{\rm eff}/h\approx0.010/0.829=1.2\%$.

This estimate treats the patch faces as isothermal for the constriction and the flux as uniform for the film. A numerical solution that lets the flux find its own distribution gives $R=0.880~\mathrm{mm^2\,K/W}$, or 1.1\%; the estimate is 6\% below it. At an average flux of 100~W/cm$^2$ the interface drop is 0.88~K, against 0.01~K for the complete bond. The average drop across the patch film is $\bar q/(fh)=0.10$~K. The other 0.78~K is lost in the silicon around the patches.

\section{The correct general statement}

For thick solids and small $f$,
\begin{equation}
R\approx\frac{1}{fh}+\frac{\pi a}{2kf}\,\psi(f),\qquad
\psi(f)\approx1-1.40\sqrt f . \label{main}
\end{equation}
Dividing $1/h$ by this $R$ gives
\begin{equation}
\frac{h_{\rm eff}}{h}\approx\frac{f}{1+\pi ah\psi/(2k)} . \label{ratio}
\end{equation}
At small $f$ the interface therefore keeps nearly the fraction $f$ only if $a\ll k/h$. In the opposite limit the film no longer matters and $h_{\rm eff}\approx2kf/(\pi a\psi)$. The film and constriction terms are equal at
\begin{equation}
a^*=\frac{2k}{\pi h\psi}=1.37~\mu\mathrm{m}
\end{equation}
for the present numbers, and there Eq.~\eqref{ratio} gives $f/2$.

The dependence on radius can be seen by counting. At fixed $f$ there are $f/(\pi a^2)$ patches per unit area, each with conductance $2ka$ when isolated. Halving $a$ gives four times as many patches with half the conductance each, so the total doubles.

For isothermal patch faces this proportionality does not depend on the patches being sparse. Enlarge the whole pattern by a factor $\lambda$, keeping the temperatures fixed. Laplace's equation still holds, gradients fall by $\lambda$, and so does the average flux. Thus $R$ grows by $\lambda$ at fixed $f$. A finite $h$ brings in the length $k/h$, and the constriction part is then only nearly proportional to $a$.

\section{Proof}

\subsection{What the neighbours do}
\label{neigh}

Consider one solid, with heat $Q$ entering through each patch. Split the flux into its mean, $Q/p^2$, and a remainder. The mean produces the linear profile, which already belongs to the resistance of the die. The remainder has zero total in each cell. It contains only periodic components of nonzero wavevector $G$, whose temperatures decay with depth as $e^{-Gz}$ and average to zero over the plane. The constriction temperature is therefore the patch temperature measured from the plane average.

In Eq.~\eqref{point} each cell now acts as a source $Q$ at its centre together with a uniform sink $-Q/p^2$. Adding whole cells gives the correct zero of temperature: a cell has neither net heat nor a dipole, so the transform of its flux starts at order $G^2$. The transform of its temperature is that of the flux divided by $kG$, and it vanishes at $G\to0$. Each cell thus adds nothing to the plane average.

At the centre of a patch, the other sources and the whole background shift the temperature by
\begin{equation}
\delta T=-\frac{CQ}{2\pi kp},\quad
C=\lim_{N\to\infty}\Big[4(2N+1)\ln(1+\sqrt2)-\!\!\sum_{|i|,|j|\le N}\!\!{}'\frac{1}{\sqrt{i^2+j^2}}\Big].
\end{equation}
The prime omits $i=j=0$. The first term is the integral of $1/r$ over a square of side $m=2N+1$. Cut into eight equal triangles, the square gives $8\int_0^{\pi/4}(m/2)\,d\varphi/\cos\varphi=4m\ln(1+\sqrt2)$. Numerically, $C=3.900$.

With both sides included, the constriction resistance of one cell is
\begin{equation}
2\left[\frac{1}{4ka}-\frac{C}{2\pi kp}\right]
=\frac{1}{2ka}\left[1-\frac{2C}{\pi}\frac ap\right].
\end{equation}
Since $a/p=\sqrt{f/\pi}$, the bracket is
\begin{equation}
\psi=1-\frac{2C}{\pi^{3/2}}\sqrt f=1-1.401\sqrt f .
\end{equation}
Multiplication by $p^2$ gives the second term of Eq.~\eqref{main}.

The shift was evaluated at the patch centre and with neighbours treated as points. By the symmetry of the square, the first corrections are of relative size $a^2/p^2$ in a shift proportional to $1/p$. Compared with $1/(4ka)$ they are of order $(a/p)^3$, that is, $f^{3/2}$. At $f=0.1$ the formula gives $\psi=0.557$, and a periodic Fourier solution gives $0.568$, so the formula is 2\% low. It must not be carried to large $f$: it reaches zero near $f=0.51$, where the patches do not yet touch and a constriction remains.

\subsection{Why film and constriction nearly add}

Let $q$ be the actual flux through a patch, and let $\mathcal Gq$ be the temperature it produces on the face of the receiving solid, measured from the plane average. The supplying solid is cooled by the same amount. On the patch, the film condition reads
\begin{equation}
\Delta T-2\,\mathcal Gq=\frac qh . \label{film}
\end{equation}
Multiply by $q$ and integrate over the patch, with $\int q\,dA=Q$:
\begin{equation}
Q\,\Delta T=D[q],\qquad
D[q]=\int\frac{q^2}{h}\,dA+2\int q\,\mathcal Gq\,dA .
\end{equation}
The cell resistance is thus $D[q]/Q^2$.

Let two fluxes $q_1,q_2$ produce the temperature fields $\theta_1,\theta_2$ in a solid. Green's theorem gives $\int q_1\mathcal Gq_2\,dA=k\int\nabla\theta_1\cdot\nabla\theta_2\,dV$, because the mean flux multiplies a zero average, the periodic sides cancel and the fields vanish at depth. The expression is symmetric in the two fluxes, and it is not negative when they are equal.

Change $q$ by any $\delta$ that carries no net heat. By symmetry and Eq.~\eqref{film},
\begin{align}
D[q+\delta]&=D[q]+2\int\delta\left(\frac qh+2\,\mathcal Gq\right)dA+D[\delta]\nonumber\\
&=D[q]+2\,\Delta T\int\delta\,dA+D[\delta]\ \ge\ D[q].
\end{align}
The actual flux therefore minimises $D$ at fixed $Q$, and two bounds follow.

\emph{Lower bound.} The minimum of a sum is at least the sum of the separate minima. The film term is smallest for uniform flux, since the mean of $q^2$ is at least the square of the mean; it then equals $Q^2/(\pi a^2h)$. The spreading term is smallest for an isothermal patch, by the argument above without the film. Multiplied by $p^2/Q^2$, the two minima give the two terms of Eq.~\eqref{main}, with $\psi$ taken as the full isothermal value.

\emph{Upper bound.} Insert uniform flux in both terms. The film term keeps its minimum. For the spreading term of an isolated disc we need the integral of $1/|\mathbf r-\mathbf r'|$ over all pairs of points. Seen from a point on the rim of a disc of radius $r$, the chords have length $2r\cos\varphi$, so the integral of $1/s$ over that disc is $\int_{-\pi/2}^{\pi/2}2r\cos\varphi\,d\varphi=4r$. Adding a ring of area $2\pi r\,dr$ adds each new pair in both orders:
\begin{equation}
\iint\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}
=\int_0^a2\,(4r)(2\pi r)\,dr=\frac{16\pi a^3}{3}.
\end{equation}
One side then has
\begin{equation}
\frac{1}{2\pi k}\,\frac{16\pi a^3/3}{(\pi a^2)^2}=\frac{8}{3\pi^2ka}=\frac{0.270}{ka}
\end{equation}
in place of $0.250/(ka)$. The isolated constriction is 8\% larger than for an isothermal patch. The neighbour shift $-CQ/(2\pi kp)$ is the same, since at this order it depends only on $Q$.

In the main example the full uniform-flux bound is $0.946~\mathrm{mm^2\,K/W}$. The numerical value $0.880$ lies between it and the $0.829$ of the formula. That value was found by minimising $D$ over seven smooth flux shapes on the periodic array. A separate finite-volume solution, in a circular cell of the same area and bonded fraction, gives $0.878$.

\section{Reading the numbers}

The table keeps $f$, $h$ and $k$ fixed. Resistances are in mm$^2$\,K/W, and the last column uses the numerical solution.

\begin{center}
\begin{tabular}{rccc}
$a$ ($\mu$m) & $R$, Eq.~\eqref{main} & $R$, numerical & $h_{\rm eff}/h$\\
1 & 0.173 & 0.183 & 5.5\%\\
5 & 0.465 & 0.497 & 2.0\%\\
10 & 0.829 & 0.880 & 1.1\%\\
20 & 1.558 & 1.637 & 0.6\%
\end{tabular}
\end{center}

Subtract the film term, 0.100, from the numerical values. From 10 to 20~$\mu$m the remainder grows from 0.780 to 1.537, a factor of 1.97 rather than 2. The main reason lies in the spreading term of $D$. For small $ah/k$ the film term dominates and favours uniform flux, which has the larger constriction coefficient. For large $ah/k$ the spreading term dominates and the coefficient falls towards the isothermal one. The rest of the shortfall comes from the extra film loss caused by uneven flux: it is part of the remainder and grows by less than a factor of 2.

The 20~$\mu$m row also shows the effect of merging patches. Merging four patches of radius 10~$\mu$m into one of radius 20~$\mu$m leaves the bonded area unchanged but raises $R$ by a factor of 1.86.

At $a=10$~nm the diffusive model gives a ratio of 9.9\%, close to the area fraction. This is a limit of the equations, not a prediction for silicon, because such a patch is much smaller than the phonon mean free path.

\subsection{The whole stack}

Let each die be $L=100~\mu$m thick. Together they contribute $2L/k=1.667~\mathrm{mm^2\,K/W}$, and the conductance of the stack relative to a completely bonded one is
\begin{equation}
\frac{1.667+0.010}{1.667+0.880}=66\%.
\end{equation}
The same joint thus keeps 1.1\% of the interface conductance and 66\% of the stack conductance. A percentage means little until it is said which of the two is compared. If the complete bond had no resistance of its own, $h$ would be infinite and the interface ratio would be zero for any patchy bond; the stack ratio would remain useful.

\subsection{Small contacts and ballistic phonons}

Suppose that all phonons have one speed $v$, heat capacity $c$ per volume and mean free path $\Lambda$, so that $k=cv\Lambda/3$. The one-way energy flux through an opening is $cvT/4$, which gives a ballistic patch conductance $cv\pi a^2/4=3\pi ka^2/(4\Lambda)$. Per unit total area, isolated openings much smaller than $\Lambda$ have the resistance
\begin{equation}
\frac{\pi a^2}{f}\,\frac{4\Lambda}{3\pi ka^2}=\frac{4\Lambda}{3kf}.
\end{equation}
It does not depend on $a$: like the film, it follows the bonded area. Adding it to the diffusive $R$ gives only the order of magnitude of the correction: at $f=1$ it would still leave $4\Lambda/(3k)$, although no opening remains. With a rough $\Lambda=0.3~\mu$m it equals 4\% of $R$ at $a=10~\mu$m but 18\% at $1~\mu$m, so the first row of the table is the least secure. Heat-carrying phonons in silicon have a wide range of mean free paths, and the estimate grows in proportion to the $\Lambda$ chosen.

\subsection{Beside a real bond}

The values of $k$ and $h$ are rough ones for silicon near 350~K and for an oxide film of order 10~nm. An oxide bond intended to cover the whole area would have to fail badly to reach a bonded fraction of 10\%; the example stands for such a failure or for a deliberately patterned joint. Real patches are also unequal and irregularly placed, which changes $R$; the factor of 1.86 above applies only to the complete merging of four equal patches. Air in a 100~nm gap, with the temperature jump at its walls included, would add roughly 5--10\% to $h_{\rm eff}$ at $a=10~\mu$m; the share grows with $a$, from under 2\% at $1~\mu$m to more than 10\% at $20~\mu$m. Radiation would add about 1\% at $a=10~\mu$m and under 2\% at $20~\mu$m, even with a thousandfold allowance for near-field enhancement. The change of $k$ over the 0.88~K interface drop of the main example is about 0.3\%, taking $k\propto T^{-1.3}$ as a rough law. The finite die thickness changes the slowest-decaying part of the constriction by a relative amount $2e^{-4\pi L/p}$, below 0.01\% even at $a=20~\mu$m. The program contains the inputs of these rough estimates, and its output lists the results.

For a given bonded area, many small patches conduct better than a few large ones of the same shape, provided that both sets are spread evenly over the interface, $k$ and $h$ are unchanged and transport is diffusive. The comparison does not carry across shapes: long narrow strips can conduct better than discs that are smaller in area and more numerous. Small patches crowded into clusters can lose this advantage. The gain fades once $a$ is well below $a^*$, where the film sets the resistance.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (material values are rough)
silicon conductivity k = 120 W/(m K)
film conductance h = 100 MW/(m^2 K)
bonded fraction f = 10 %
thickness of each die L = 100 um
temperature T = 350 K
heat flux = 100 W/cm^2
ARRAY CONSTANTS (dimensionless)
disc integral at r/a=0.6 = 9.86960
lattice constant C = 3.90026
coefficient of sqrt(f) = 1.4009
psi, formula at f=0.1 = 0.5570
psi, Fourier at f=0.1 = 0.5681
RESISTANCES PER TOTAL AREA (mm^2 K/W)
perfect film = 0.0100
film on patches = 0.1000
two dies without interface = 1.6667
a = 1 um: pitch = 5.60 um
  constriction = 0.0729 mm^2 K/W
  total: formula 0.1729, Fourier 0.1826 mm^2 K/W
  h_eff/h: formula 5.78 %, Fourier 5.48 %
a = 5 um: pitch = 28.02 um
  constriction = 0.3646 mm^2 K/W
  total: formula 0.4646, Fourier 0.4974 mm^2 K/W
  h_eff/h: formula 2.15 %, Fourier 2.01 %
a = 10 um: pitch = 56.05 um
  constriction = 0.7291 mm^2 K/W
  total: formula 0.8291, Fourier 0.8805 mm^2 K/W
  h_eff/h: formula 1.21 %, Fourier 1.14 %
a = 20 um: pitch = 112.10 um
  constriction = 1.4582 mm^2 K/W
  total: formula 1.5582, Fourier 1.6373 mm^2 K/W
  h_eff/h: formula 0.64 %, Fourier 0.61 %
MAIN CASE: a = 10 um, Fourier solution
finite-volume total = 0.8775 mm^2 K/W
uniform-flux upper bound = 0.9457 mm^2 K/W
isolated constriction = 1.3090 mm^2 K/W
effective conductance = 1.136 MW/(m^2 K)
interface temperature drop = 0.880 K
perfect-bond temperature drop = 0.010 K
stack conductance / perfect stack = 65.8 %
crossover radius = 1.37 um
ratio at a=10 nm, diffusive limit = 9.92 %
NEGLECTED EFFECTS (rough estimates)
phonon mean free path = 0.3 um
ballistic / total, a=1 um = 18.3 %
ballistic / total, a=10 um = 3.8 %
air: k = 0.03 W/(m K), gap = 100 nm, jump = 270 nm
air conductance / h_eff = 6.4 %
far-field radiation = 9.7 W/(m^2 K)
1000 x radiation / h_eff = 0.86 %
k change over interface drop = 0.33 %
finite-die effect, a=20 um = 0.0027 %
\end{verbatim}
